\section*{Self-reversal of an emission band from hot and cool slabs}

\section{What scaling and symmetry settle first}

A hot slab shines through a cooler slab towards an observer. Both absorb in the same spectral line, and the question is when the line has a minimum, rather than a maximum, at its centre.

Let $S_1$ and $S_2$ be the source functions of the hot and cool slabs, that is, the intensities each would emit if it were opaque. Let $a>0$ and $b>0$ be their optical depths at line centre along the line of sight, net of stimulated emission. The common absorption profile $\phi$ is scaled to $\phi=1$ at line centre, so that at any other wavelength the depths are $a\phi$ and $b\phi$. I take $S_1>0$, $S_2\ge 0$, and both constant across the line.

Two arguments restrict the answer before any equation is solved. First, the transfer of light is linear in the sources. Multiplying $S_1$ and $S_2$ by one factor multiplies the whole spectrum by that factor and cannot create or remove a dip. The condition can therefore contain the sources only through $S_2/S_1$, along with the pure numbers $a$ and $b$.

Second, wavelength enters only through $\phi$. The emergent intensity is $I=F(\phi)$, and two wavelengths with equal $\phi$ have equal intensity. If $\phi$ is continuous and falls strictly from 1 towards zero on each side of the centre, moving away from the centre means lowering $\phi$ from 1. The sign of $F'(1)$ then decides the matter, apart from the borderline case $F'(1)=0$, and the detailed shape of the profile drops out. The answer must have the form
\begin{equation}
 \text{dip} \iff g\!\left(a,b,S_2/S_1\right)<0 .
\end{equation}
One value is known in advance. If $S_1=S_2$, the boundary between the slabs has no optical effect and there is one uniform slab of depth $a+b$. Whatever a uniform slab does, the general condition must reproduce it.

\section{One slab}

Along the ray let $t$ be the line-centre optical depth already crossed, counted from the back of the slab. Absorption removes $\phi I\,dt$ and emission adds $\phi S\,dt$, so
\begin{equation}
 \frac{dI}{dt}=\phi\,(S-I).
\end{equation}
Multiplying by $e^{\phi t}$ turns the terms in $I$ into a total derivative,
\begin{equation}
 \frac{d}{dt}\left(I e^{\phi t}\right)=\phi S e^{\phi t}.
\end{equation}
Integrating from $0$ to the full depth $d$, with constant $S$, and then multiplying by $e^{-\phi d}$, gives
\begin{equation}
 I(d)=I(0)\,e^{-\phi d}+S\left(1-e^{-\phi d}\right). \label{eq:slab}
\end{equation}
The first term is transmitted light, the second the slab's own emission.

With no light entering from behind, a slab of depth $a$ gives $F=S(1-e^{-a\phi})$ and
\begin{equation}
 F'(\phi)=S a e^{-a\phi}>0 .
\end{equation}
The intensity rises with $\phi$ all the way to the centre. A large depth flattens the top, because $F$ approaches $S$, but it does not produce a dip. Self-absorption in a uniform slab with a constant source function is thus not enough. With no light entering from behind and one profile common to the whole ray, a dip needs a source function that varies along the ray. Outside these limits it does not: a uniform slab lit from behind by light brighter than $S$ has a dark centre, and so can two slabs of equal source whose profiles are displaced from each other.

\section{A cover that absorbs but does not emit}

The simplest variation is a cover with $S_2=0$. Equation~\eqref{eq:slab} applied twice gives
\begin{equation}
 F=S_1\left(1-e^{-a\phi}\right)e^{-b\phi}
  =S_1\left[e^{-b\phi}-e^{-(a+b)\phi}\right].
\end{equation}
Differentiating and taking out $e^{-b\phi}$,
\begin{equation}
 F'(\phi)=S_1e^{-b\phi}\left[(a+b)e^{-a\phi}-b\right].
\end{equation}
At the centre this is negative when $(a+b)e^{-a}<b$. Solving for $b$, with $1-e^{-a}>0$, gives
\begin{equation}
 b>\frac{a}{e^{a}-1}. \label{eq:coldcover}
\end{equation}

A thin source provides a limit that can be found separately. For $a\ll1$ the hot slab emits $S_1a\phi$, so the observer receives $S_1a\phi e^{-b\phi}$. This function of $\phi$ has its maximum at $\phi=1/b$, which lies below the central value 1 when $b>1$. Equation~\eqref{eq:coldcover} agrees: $e^a-1\simeq a+a^2/2$ gives a threshold $1-a/2$, which tends to 1. For $a\gg1$ the threshold is about $ae^{-a}$, which is very small. The thick source has a nearly flat top, and a slight extra absorption at the centre is enough to turn it over.

\section{A cover that also emits}

Now let $S_2$ be nonzero. The cover adds its own emission:
\begin{align}
 F&=S_1\left(1-e^{-a\phi}\right)e^{-b\phi}+S_2\left(1-e^{-b\phi}\right)\nonumber\\
  &=S_2+(S_1-S_2)e^{-b\phi}-S_1e^{-(a+b)\phi}. \label{eq:F}
\end{align}
The second line collects the two terms in $e^{-b\phi}$. Its derivative is
\begin{align}
 F'(\phi)&=-b(S_1-S_2)e^{-b\phi}+(a+b)S_1e^{-(a+b)\phi}\nonumber\\
 &=e^{-b\phi}G(\phi),\\
 G(\phi)&=(a+b)S_1e^{-a\phi}-b(S_1-S_2). \label{eq:G}
\end{align}
The factor $e^{-b\phi}$ is positive, so $F'$ has the sign of $G$. Moreover,
\begin{equation}
 G'(\phi)=-a(a+b)S_1e^{-a\phi}<0,
\end{equation}
so $G$ falls strictly and can change sign at most once, from plus to minus.

If $G(1)<0$, then $F$ falls as $\phi$ approaches 1, and the centre is darker than its neighbourhood: a dip. If $G(1)\ge0$, then $G(\phi)>0$ for every $\phi<1$, so $F$ rises all the way to the centre, which is a maximum. The condition is therefore both necessary and sufficient. Dividing $G(1)<0$ by $S_1$,
\begin{equation}
 \boxed{(a+b)e^{-a}<b\left(1-\frac{S_2}{S_1}\right)}. \label{eq:main}
\end{equation}
It depends on the sources through their ratio, as scaling required. For $S_1=S_2$ the right side is zero and there is no dip, as for one slab. For $S_2>S_1$ the right side is negative, again with no dip. For $S_2=0$ the cold-cover result returns.

I tested the criterion on 395 random pairs of slabs, with $a$ from 0.1 to 6, $b$ from 0.05 to 5 and $S_2/S_1$ from 0 to 1.3, leaving out pairs whose two sides in \eqref{eq:main} differed by less than 0.01. Spectra were obtained by integrating the source function over depth, for a Gaussian and for a Lorentzian profile. A dip appeared for the 222 pairs that satisfy \eqref{eq:main} and for none of the other 173.

\subsection*{The borderline}

When the two sides are equal, $G(1)=0$. The product rule gives $F''=e^{-b\phi}(G'-bG)$, so that
\begin{equation}
 F''(1)=-a(a+b)S_1e^{-(a+b)} .
\end{equation}
Near the centre of a profile with a quadratic top, $1-\phi\simeq cx^2$, where $x$ is the offset and $c>0$. Since $F'(1)=0$,
\begin{equation}
 F(1)-F(\phi)\simeq\tfrac12a(a+b)S_1e^{-(a+b)}c^2x^4 .
\end{equation}
The borderline spectrum is a flat maximum of fourth order, and doubling a small offset should multiply the drop by 16. For the slabs of the example below, with the cover set at its threshold, going from 0.02 to 0.04 of the full width at half maximum multiplied it by 16.01.

\section{How much cover is needed}

Write $s=1-S_2/S_1$ and collect the terms in $b$:
\begin{equation}
 b\left(s-e^{-a}\right)>ae^{-a}. \label{eq:collect}
\end{equation}
If $s\le e^{-a}$, the left side is not positive and no cover depth will do. If $s>e^{-a}$, division and multiplication by $e^a$ give
\begin{equation}
 b>b_c=\frac{a}{s e^{a}-1},\qquad a>\ln\frac1s. \label{eq:bc}
\end{equation}

The requirement on $a$ has a direct meaning. The inequality $1-S_2/S_1>e^{-a}$ is the same as
\begin{equation}
 S_1\left(1-e^{-a}\right)>S_2 .
\end{equation}
The hot slab must deliver more light at line centre than the cover would emit if opaque. Otherwise the cover does not darken the centre, whatever its depth. This is necessary but not sufficient: the cover must also exceed $b_c$. As $a$ falls towards $\ln(1/s)$ for $s<1$, $b_c$ grows without limit.

At fixed $s$ the threshold falls as the hot slab thickens, since
\begin{equation}
 \frac{db_c}{da}=\frac{s e^a(1-a)-1}{(s e^a-1)^2}<0 .
\end{equation}
The sign follows because $e^a(1-a)$ equals 1 at $a=0$ and has the derivative $-ae^a$, so it is below 1 for $a>0$, while $0<s\le1$. For $s e^a\gg1$, $b_c\simeq(a/s)e^{-a}$. With the value $s=0.869$ used below, $b_c$ is 1.16, 0.73, 0.37 and 0.04 for $a=0.5$, 1, 2 and 5.

\section{Where the peaks lie and how high they are}

When \eqref{eq:main} holds, $G(0)=aS_1+bS_2>0$ and $G(1)<0$, so $G$ has one zero $\phi_*$ between 0 and 1. Setting \eqref{eq:G} to zero,
\begin{equation}
 e^{-a\phi_*}=\frac{bs}{a+b},\qquad
 \phi_*=\frac1a\ln\frac{a+b}{bs}. \label{eq:phistar}
\end{equation}
The profile takes this value once on each side of the centre, so there are two peaks. Putting \eqref{eq:phistar} into \eqref{eq:F}, and using $S_1s=S_1-S_2$,
\begin{align}
 I_*&=S_2+(S_1-S_2)e^{-b\phi_*}-S_1e^{-b\phi_*}\frac{bs}{a+b}\nonumber\\
 &=S_2+(S_1-S_2)e^{-b\phi_*}\left(1-\frac{b}{a+b}\right)\nonumber\\
 &=S_2+(S_1-S_2)\frac{a}{a+b}e^{-b\phi_*}. \label{eq:peak}
\end{align}

For a Gaussian profile of full width $W$ at half maximum, $\phi=\exp[-4\ln2\,(\lambda-\lambda_0)^2/W^2]$. Taking the logarithm at $\phi_*$ gives the peak positions
\begin{equation}
 \lambda_\pm=\lambda_0\pm W\sqrt{\frac{\ln(1/\phi_*)}{4\ln2}} . \label{eq:lampeak}
\end{equation}
The peak separation depends on both depths and on the source ratio, so it does not by itself measure the depth of the cover.

\section{The same slabs seen from the other side}

The condition depends on the viewing side. With the hot slab in front, the light of the cool slab is attenuated by $e^{-a\phi}$:
\begin{align}
 F_{\rm h}&=S_2\left(1-e^{-b\phi}\right)e^{-a\phi}+S_1\left(1-e^{-a\phi}\right),\\
 F_{\rm h}'&=e^{-a\phi}\left[S_2(a+b)e^{-b\phi}+a(S_1-S_2)\right].
\end{align}
For $S_2<S_1$ both terms in the bracket are nonnegative and the second is positive, so the centre is a maximum. For two uniform slabs with a common profile, a dip thus reveals the order of the layers along the ray as well as the difference between them.

\section{Example: a tin plasma band at 13.5 nm}

Extreme-ultraviolet lithography uses light near 13.5 nm from laser-driven tin plasma. Many lines of several tin ions crowd together there, and $\phi$ will stand for the smooth envelope of this band. I take rough typical values: $\lambda_0=13.5$ nm, $W=0.6$ nm, temperatures of 35 and 20 eV, and depths $a=3$, $b=1$. Planck functions supply the sources:
\begin{equation}
 S_j=\frac{2hc^2}{\lambda_0^5}\,\frac{1}{e^{E/T_j}-1},\qquad E=91.84\ \text{eV},
\end{equation}
with $T_j$ in energy units. This gives $S_1=2.077$ and $S_2=0.272$ GW/(cm$^2$\,sr\,nm), so $S_2/S_1=0.131$ and $s=0.869$. The two sides of the criterion are
\begin{equation}
 4e^{-3}=0.199,\qquad 1\times0.869=0.869 ,
\end{equation}
and there is a dip. The threshold cover is $b_c=3/(0.8691\,e^3-1)=0.182$, less than a fifth of the cover present.

For the peaks,
\begin{equation}
 \phi_*=\tfrac13\ln\frac{4}{0.8691}=0.509,
\end{equation}
and \eqref{eq:lampeak} puts them 0.296 nm from the centre, at 13.20 and 13.80 nm. In GW/(cm$^2$\,sr\,nm), their height and the central intensity are
\begin{align}
 I_*&=0.272+1.805\times0.75\,e^{-0.509}=1.086,\\
 F(1)&=2.077(1-e^{-3})e^{-1}+0.272(1-e^{-1})=0.898 .
\end{align}
The centre lies 17\% below the peaks. From the hot side the central intensity would be 1.98 in the same unit.

With the depths and hot temperature fixed, the dip survives up to $S_2/S_1=1-4e^{-3}=0.801$, which corresponds to a cool temperature of 32.4 eV. With sources constant across the band, a temperature difference of a few electronvolts is thus enough to reverse it, because the hot slab is already close to saturation; for $a=1$ the limit would be 23.5 eV. Near the limit the dip is very shallow, 1\% at 30 eV, and with the Planck functions evaluated at each wavelength the second peak is already lost above 29 eV.

The chain of multilayer mirrors in a lithography machine passes a band of about 2\%, taken here as 13.365 to 13.635 nm, which lies inside the dip. Adding the cover to the same hot slab lowers the radiance in this band from 0.529 to 0.249 GW/(cm$^2$\,sr), a loss of 53\%. The loss and the dip are different things. A cover thinner than $b_c$ still dims the centre here, since the hot slab alone delivers more than $S_2$, but it leaves a single peak.

\section{Relaxing the assumptions one at a time}

Each change below is made alone, with the other settings of the example kept. When the peaks differ in height, the dip is given relative to the lower one.

\paragraph{Sources that vary across the band.} With Planck functions evaluated at each wavelength, the dip is 14\% and its minimum moves to 13.515 nm. Both Planck functions fall with wavelength over the region of the peaks, so of two wavelengths with equal $\phi$ the longer is darker, and the long-wavelength peak is the lower one.

\paragraph{Profiles that do not coincide.} A cooler plasma holds ions of lower charge, whose band need not have the same centre. Moving the cool band by 0.10 nm to longer wavelengths, an illustrative amount, leaves a dip of only 3\%, with the minimum at 13.63 nm. In steps of 0.005 nm, the first shift at which one of the two peaks is lost is 0.14 nm; with the Planck functions also evaluated at each wavelength it is 0.12 nm. Tin at 20 eV is expected to lie a few charge states below tin at 35 eV, so the real displacement may well exceed this, and the common profile assumed in the example should not be taken for granted at these temperatures. The criterion \eqref{eq:main} no longer applies, because intensity is no longer a function of one $\phi$.

\paragraph{Unresolved lines.} A real band has strong lines and gaps beneath its envelope. Suppose the local opacity is $u$ times the envelope in both slabs, with $u$ distributed as $e^{-u}$. The average attenuation is then
\begin{equation}
 \int_0^\infty e^{-u}e^{-\tau u}\,du=\frac1{1+\tau},
\end{equation}
which replaces each exponential in \eqref{eq:F}:
\begin{equation}
 \bar F=S_2+\frac{S_1-S_2}{1+b\phi}-\frac{S_1}{1+(a+b)\phi}.
\end{equation}
Differentiating and requiring $\bar F'(1)<0$ gives a new condition,
\begin{equation}
 \frac{a+b}{(1+a+b)^2}<\frac{b\,s}{(1+b)^2}.
\end{equation}
Here it reads $0.160<0.217$. The dip survives, but with a depth of 4\% instead of 17\%. The averaged attenuation falls with depth much more slowly than an exponential. In GW/(cm$^2$\,sr\,nm), the central intensity drops from 0.898 to 0.759, but the peaks drop further, from 1.086 to 0.789, and this makes the dip shallower.

\paragraph{A gradual boundary.} If the source function rises linearly from $S_2$ to $S_1$ between depths 0.5 and 1.5, counted from the observer, the dip is 16\%. The sharp boundary matters little for this ramp; a wider one, from depth 0 to 2, lowers the dip to 11\%.

\paragraph{Oblique view.} For wide plane slabs seen at an angle $\theta$ from the normal, both depths are divided by $\mu=\cos\theta$. The common factor $1/\mu$ cancels outside the exponential, leaving $(a+b)e^{-a/\mu}<bs$, which is easier to satisfy than at normal view. At $60^\circ$ the depths double and the dip is 53\%.

\paragraph{Hot source below Planck's value.} If collisions do not keep the hot ions in equilibrium, $S_1$ may be lower. With $S_2$ and the depths fixed, the dip lasts until $S_1$ has fallen to $0.131/0.801=0.16$ of its Planck value, though it is already below 1\% at 0.2; if the sources also follow the Planck slope across the band, the limit is 0.21.

\paragraph{One line instead of a band.} At 35 eV the thermal speed $\sqrt{2T/M}$ of tin ions, with $M$ the ion mass, is 7.5 km/s. It gives a single line at 13.5 nm a half-width of 0.34 pm at $1/e$ of its peak. A difference in flow speed of 20 km/s between the slabs, again a rough value, shifts the line by 0.90 pm. If thermal motion sets the width, the two slabs then hardly share a profile, and \eqref{eq:main} cannot be used for that line. The same shift is negligible against an envelope 0.6 nm wide, although it would weaken the assumption of common fine structure made above for unresolved lines.

\section{Beside a real source}

The temperatures, depths and width chosen here are meant to lie in the range of laser-driven tin sources, but they describe no particular one. A real plasma is neither two slabs nor plane. Its charge states, and with them its absorption profile, change from place to place. Among the dips computed above, and for the amounts chosen, the smallest come from giving up the smooth common profile: displaced bands or line structure cut the dip from 17\% to 3 or 4\%, and together they remove it: with the line structure above, a displacement of only 0.05 nm leaves a single peak. A spectrum without a central dip therefore does not show that a cool absorbing layer is absent. Scattering within the slabs, continuum opacity and level populations computed together with the radiation are left out and have not been sized. The 53\% loss belongs to the smooth model at normal view and should not be read as a prediction for a device.

Most of the values used here, many with further digits, are in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
random slabs with dip / without: 222 / 173
band centre: 13.5 nm, FWHM: 0.6 nm
photon energy: 91.84 eV
hot, cool temperature: 35, 20 eV
hot, cool central depth a, b: 3.0, 1.0
S1: 2.0766 GW/(cm2 sr nm)
S2: 0.2719 GW/(cm2 sr nm)
S2/S1: 0.1309, s = 1-S2/S1: 0.8691
(a+b)exp(-a): 0.1991
b(1-S2/S1): 0.8691
least hot depth ln(1/s): 0.1403
threshold cool depth, formula: 0.1823
threshold cool depth, from spectra: 0.1823
threshold cool depth at a=0.5: 1.1551
threshold cool depth at a=1.0: 0.7340
threshold cool depth at a=2.0: 0.3689
threshold cool depth at a=5.0: 0.0391
flat-top drop ratio on doubling offset: 16.01
phi at the peaks: 0.5089
peak offset: 0.2962 nm
peak wavelengths: 13.204, 13.796 nm
peak intensity: 1.0856 GW/(cm2 sr nm)
centre intensity: 0.8978 GW/(cm2 sr nm)
dip below the peaks: 17.3 %
centre intensity from hot side: 1.9818 GW/(cm2 sr nm)
largest S2/S1 with a dip: 0.8009
cool temperature where dip vanishes: 32.43 eV
2 % band: 13.365 to 13.635 nm
band radiance, no cool slab: 0.5285 GW/(cm2 sr)
band radiance, cool slab: 0.2486 GW/(cm2 sr)
band radiance lost: 53.0 %
Neglected effects (dip is below the lower peak):
Planck slope: peaks 2, dip 13.8 %
Planck slope: minimum at 13.515 nm
cool band moved 0.10 nm: peaks 2, dip 3.3 %
cool band moved: minimum at 13.631 nm
cool-band shift that removes a peak: 0.140 nm
gradual boundary (depth 0.5 to 1.5): dip 15.6 %
exponential opacity spread: dip 3.8 %
view at 60 degrees: dip 52.5 %
least S1/Planck with a dip, S2 fixed: 0.163
flow speed: 20 km/s, line shift: 0.901 pm
thermal speed of tin: 7.54 km/s
thermal 1/e half-width of one line: 0.340 pm
\end{verbatim}
